\section*{Effective angular momentum and spin-orbit splitting of the t2g triplet}

\section{Spin-orbit coupling in the $t_{2g}$ triplet}

Take one electron in a $d$ shell. Let a cubic field raise the $e_g$ orbitals by $\Delta=3.0$ eV above the $t_{2g}$ orbitals, and let the spin-orbit coupling constant be $\lambda=0.4$ eV. Diagonalizing the ten-state Hamiltonian gives four states at $-0.273$ eV, two at $0.400$ eV and four at $3.073$ eV. The two lower levels contain six states, as many as a $p$ shell with spin. A $p$ shell with the same positive coupling constant, however, would have its doublet at $-0.400$ eV, below a quartet at $0.200$ eV. Here the doublet lies above the quartet, and its energy equals $\lambda$ to the digits shown. The order follows from the way the orbital angular momentum acts inside the $t_{2g}$ triplet, and the value $\lambda$ also requires that the doublet has no coupling to $e_g$. Both are derived below.

\subsection{Model and conventions}

We set $\hbar=1$. The Hamiltonian is
\begin{equation}
H=\Delta\,Q+\lambda\,\mathbf L\cdot\mathbf S,\qquad \lambda>0,\quad \Delta>0,
\label{eq:H}
\end{equation}
where $Q$ projects onto $e_g$, $P=1-Q$ projects onto $t_{2g}$, and $\mathbf S=\boldsymbol\sigma/2$ is the electron spin. A single $\lambda$ appears because all five orbitals are assumed to share one radial function. The energy zero is the $t_{2g}$ level without spin-orbit coupling.

The angular parts of the orbitals are quadratic polynomials. We label the $t_{2g}$ orbitals by the axis missing from each product:
\begin{equation}
d_x=yz,\qquad d_y=zx,\qquad d_z=xy .
\label{eq:orb}
\end{equation}
The $e_g$ orbitals are $(x^2-y^2)/2$ and $(3z^2-r^2)/(2\sqrt3)$. A common normalization factor and the radial function are left out; $\mathbf L$ acts on angles alone, so neither affects its matrix elements. The radial function does affect the values of $\lambda$, $\Delta$ and the hopping integrals, which are treated here as given parameters. One factor serves all five orbitals. On the unit sphere the averages are $\langle x^2\rangle=1/3$, $\langle x^4\rangle=1/5$ and $\langle x^2y^2\rangle=1/15$, so the mean square of $xy$ is $1/15$. That of $(x^2-y^2)/2$ is $(1/5+1/5-2/15)/4=1/15$, and that of $(3z^2-1)/(2\sqrt3)$ is $(9/5-2+1)/12=1/15$.

\subsection{Projection of $\mathbf L$}

With $L_z=-i(x\partial_y-y\partial_x)$, differentiation gives
\begin{align}
L_z\,yz&=-i\,(xz)=-i\,d_y, \nonumber\\
L_z\,zx&=-i\,(-yz)=+i\,d_x, \label{eq:Lz}\\
L_z\,xy&=-i\,(x^2-y^2). \nonumber
\end{align}
The last function lies in $e_g$, so the projection removes it. For $p$ orbitals the same operator, written $l_z$, gives
\begin{equation}
l_z\,x=+i\,y,\qquad l_z\,y=-i\,x,\qquad l_z\,z=0 .
\label{eq:lp}
\end{equation}
Identify $d_x,d_y,d_z$ with $x,y,z$. Then \eqref{eq:Lz}, after projection, is \eqref{eq:lp} with both signs changed. The cyclic replacement $x\to y\to z\to x$ carries $d_x\to d_y\to d_z\to d_x$ and $L_z\to L_x\to L_y$, so the other components behave in the same way:
\begin{equation}
P\,\mathbf L\,P=-\mathbf l,\qquad
l_k\,d_b=-i\sum_a\epsilon_{kab}\,d_a .
\label{eq:main}
\end{equation}
The second relation restates \eqref{eq:lp}. For example, $k=z$, $b=x$ leaves $a=y$ with $\epsilon_{zyx}=-1$, which gives $+i\,d_y$.

The sign cannot be removed by choosing other orbital phases or combinations. Write $A_k=PL_kP=-l_k$. Since $\mathbf l$ is an angular momentum,
\begin{equation}
[A_x,A_y]=[l_x,l_y]=i\,l_z=-i\,A_z .
\label{eq:alg}
\end{equation}
If a unitary $W$ gave $WA_kW^\dagger=l_k$ for all three components, \eqref{eq:alg} would become $[l_x,l_y]=-i\,l_z$. This contradicts $[l_x,l_y]=i\,l_z$, because $l_z\neq0$.

The changed algebra comes from the excursions into $e_g$ that the projection discards. Inserting $P+Q=1$ between the factors of $P[L_x,L_y]P=iA_z$ gives
\begin{equation}
[A_x,A_y]+P(L_xQL_y-L_yQL_x)P=iA_z .
\end{equation}
By \eqref{eq:alg} the discarded part equals $2iA_z$, enough to reverse the sign of the commutator. A single component does not reveal the reversal, since $A_z$ and $l_z$ both have eigenvalues $1,0,-1$. It matters once $\mathbf L$ is combined with the spin, whose algebra is unchanged.

\subsection{The two levels}

Projecting the spin-orbit term with \eqref{eq:main} gives
\begin{equation}
P\,(\lambda\,\mathbf L\cdot\mathbf S)\,P=-\lambda\,\mathbf l\cdot\mathbf S .
\label{eq:eff}
\end{equation}
Define $\mathbf j=\mathbf l+\mathbf S$. Both terms are angular momenta and they commute, so $\mathbf j$ is one too. It is an effective quantity, different from the atomic $\mathbf J=\mathbf L+\mathbf S$. Squaring it, with $\mathbf l^2=2$ and $\mathbf S^2=3/4$, gives
\begin{equation}
\mathbf l\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}-1,& j=1/2,\\ +\tfrac12,& j=3/2.\end{cases}
\label{eq:ls}
\end{equation}
The minus sign in \eqref{eq:eff} then puts the doublet on top:
\begin{equation}
E_{1/2}=+\lambda,\qquad E_{3/2}=-\frac{\lambda}{2},\qquad
E_{1/2}-E_{3/2}=\frac{3\lambda}{2}.
\label{eq:levels}
\end{equation}
The average over the six states is zero, since $2\lambda+4(-\lambda/2)=0$. For $\lambda=0.4$ eV the levels are $0.400$ and $-0.200$ eV. Their separation is $0.600$ eV, or $0.02205$ hartree.

The order depends on $\lambda>0$, which holds for the one-electron coupling considered here. If \eqref{eq:eff} is used for a many-electron term with $l=1$, $S=1/2$ whose effective constant is negative, the doublet is the lower level. Five independent electrons in the triplet are described by the one-electron levels \eqref{eq:levels}: four fill the quartet and the fifth occupies the doublet.

\subsection{The doublet states and their magnetic moment}

For any normalized two-component spinor $\chi$, let
\begin{equation}
\psi_\chi=\frac1{\sqrt3}\sum_b d_b\,\sigma_b\,\chi .
\label{eq:psi}
\end{equation}
Since $\sigma_b^2=1$, the state is normalized and each orbital has weight $1/3$. To show that it has $j=1/2$, apply \eqref{eq:main}:
\begin{equation}
\mathbf l\cdot\mathbf S\,\psi_\chi
=\frac{1}{2\sqrt3}\sum_{a}d_a\Big(-i\sum_{kb}\epsilon_{kab}\,\sigma_k\sigma_b\Big)\chi .
\label{eq:lspsi}
\end{equation}
Insert $\sigma_k\sigma_b=\delta_{kb}+i\sum_c\epsilon_{kbc}\sigma_c$. The $\delta_{kb}$ term vanishes because $\epsilon_{kab}$ is antisymmetric in $k$ and $b$. For the other term,
\begin{equation}
\sum_{kb}\epsilon_{kab}\epsilon_{kbc}
=\sum_b(\delta_{ab}\delta_{bc}-\delta_{ac}\delta_{bb})
=\delta_{ac}-3\delta_{ac}=-2\delta_{ac}.
\end{equation}
The bracket in \eqref{eq:lspsi} is therefore $(-i)(i)(-2)\sigma_a=-2\sigma_a$, and $\mathbf l\cdot\mathbf S\,\psi_\chi=-\psi_\chi$. By \eqref{eq:ls} this is the doublet. Choosing $\chi=\uparrow$ and $\chi=\downarrow$ gives
\begin{align}
\psi_\uparrow&=\tfrac1{\sqrt3}\left(xy\uparrow+yz\downarrow+i\,zx\downarrow\right),\nonumber\\
\psi_\downarrow&=\tfrac1{\sqrt3}\left(-xy\downarrow+yz\uparrow-i\,zx\uparrow\right).
\end{align}

The magnetic moment provides a second consequence of the reversed sign. Operators restricted to the doublet become $2\times2$ matrices acting on $\chi$. For the spin,
\begin{equation}
S_k\to\frac16\sum_b\sigma_b\sigma_k\sigma_b=-\frac{\sigma_k}{6},
\end{equation}
because the term $b=k$ gives $+\sigma_k$ and each of the other two gives $-\sigma_k$. For the effective orbital momentum,
\begin{equation}
l_k\to\frac13\sum_{ab}\sigma_a(-i\epsilon_{kab})\sigma_b
=\frac13\sum_{abc}\epsilon_{kab}\epsilon_{abc}\,\sigma_c=\frac{2\sigma_k}{3}.
\end{equation}
The sum is $j_k\to\sigma_k/2$, as it must be for $j=1/2$. The physical orbital momentum is $L_k\to-2\sigma_k/3$, so with spin $g$ factor 2
\begin{equation}
L_k+2S_k\to-\frac{2\sigma_k}3-\frac{\sigma_k}3=-\sigma_k=-2j_k .
\label{eq:moment}
\end{equation}
Its eigenvalues are $\pm1$ along each cubic axis, a moment of one Bohr magneton. Orbital and spin parts add. Had the orbital momentum kept its ordinary sign, they would have partly cancelled, leaving $\pm1/3$.

\subsection{Finite cubic splitting}

The result \eqref{eq:levels} neglects coupling to $e_g$. For the doublet this coupling vanishes. By \eqref{eq:Lz} and its cyclic partners, $L_k$ takes $d_b$ out of $t_{2g}$ when $b=k$ and not otherwise:
\begin{equation}
QL_kd_b=-i\,\delta_{kb}\,g_k,\quad
(g_x,g_y,g_z)=(y^2-z^2,\;z^2-x^2,\;x^2-y^2).
\end{equation}
Therefore
\begin{equation}
Q\,\mathbf L\cdot\mathbf S\,\psi_\chi
=-\frac{i}{2\sqrt3}\sum_k g_k\,\sigma_k\sigma_k\,\chi
=-\frac{i}{2\sqrt3}\,(g_x+g_y+g_z)\,\chi=0 .
\end{equation}
The three contributions cancel, so $\psi_\chi$ is an eigenstate of the full Hamiltonian \eqref{eq:H} with energy $\lambda$ for every $\Delta$. This explains the value $0.400$ eV in the ten-state calculation.

The quartet does couple to $e_g$. Let $X=\mathbf L\cdot\mathbf S$ on the full $d$ shell. From $X=[J(J+1)-6-3/4]/2$ its eigenvalues are $1$ for $J=5/2$ and $-3/2$ for $J=3/2$. Hence $(X-1)(X+3/2)=0$, or
\begin{equation}
X^2=\tfrac32-\tfrac12X .
\label{eq:X2}
\end{equation}
For a normalized quartet state $q$, \eqref{eq:eff} and \eqref{eq:ls} give $PXq=-q/2$. Thus
\begin{equation}
Xq=-\tfrac12q+w,\qquad w=QXq .
\label{eq:Xq}
\end{equation}
Applying $X$ to \eqref{eq:Xq} gives $X^2q=-\tfrac12Xq+Xw$, whereas \eqref{eq:X2} gives $X^2q=\tfrac32q-\tfrac12Xq$. Comparing the two,
\begin{equation}
Xw=\tfrac32\,q .
\label{eq:Xw}
\end{equation}
The norm follows from $\langle w|w\rangle=\langle w|Xq\rangle=\langle Xw|q\rangle=3/2$, where the first equality holds because $w$ is orthogonal to $q$. With the normalized state $e=\sqrt{2/3}\,w$, equations \eqref{eq:Xq} and \eqref{eq:Xw} show that $q$ and $e$ form a closed pair, on which
\begin{equation}
H=\begin{pmatrix}-\lambda/2&\sqrt{3/2}\,\lambda\\ \sqrt{3/2}\,\lambda&\Delta\end{pmatrix}.
\end{equation}
The same argument gives $\langle w'|w\rangle=\tfrac32\langle q'|q\rangle$ for two quartet states. The four quartet states therefore have four orthogonal partners, which fill the $e_g$ space with spin. With
\begin{equation}
D=\Delta+\frac\lambda2,\qquad R=\sqrt{D^2+6\lambda^2},
\end{equation}
the energies are
\begin{equation}
E_\pm=\frac12\left(\Delta-\frac\lambda2\pm R\right),
\label{eq:Epm}
\end{equation}
and the separation of the doublet from the lower quartet is
\begin{equation}
\lambda-E_-=\frac{3\lambda}2+\frac{R-D}2
=\frac{3\lambda}{2}+\frac{3\lambda^2}{R+D}.
\label{eq:sep}
\end{equation}
The last form uses $R^2-D^2=6\lambda^2$. For $\lambda\ll\Delta$ both $R$ and $D$ approach $\Delta$, and the leading correction is $3\lambda^2/(2\Delta)$. For $\Delta\to0$, $D=\lambda/2$ and $R=5\lambda/2$. Then $E_+=\lambda$ joins the doublet to form the six states of $J=5/2$, and $E_-=-3\lambda/2$ is the atomic $J=3/2$ level.

In the example $D=3.2$ eV and $R=\sqrt{10.24+0.96}$ eV $=3.3466$ eV. The correction is $(3.3466-3.2000)/2=0.0733$ eV, and the separation is $0.673$ eV. The leading estimate gives $0.600+0.080=0.680$ eV. Coupling to $e_g$ thus raises the separation by 12\% relative to $3\lambda/2$. It does so by lowering the quartet, while the doublet stays in place. At $\Delta=10$ eV the separation is $0.623$ eV, and at $\Delta=100$ eV it is $0.602$ eV.

The $e_g$ weight in the lower quartet is $\partial E_-/\partial\Delta$, because $\Delta$ multiplies $Q$ in \eqref{eq:H} and the first-order change of a normalized eigenstate does not alter its energy. From \eqref{eq:Epm} this weight is $(1-D/R)/2=0.022$. The admixture, produced by the coupling $\sqrt{3/2}\,\lambda=0.490$ eV, is small, but the lowering of the quartet is this weight multiplied by the large energy $R=E_+-E_-$: $(R-D)/2=R\,(1-D/R)/2$, here $3.3466\times0.0219=0.0733$ eV.

\subsection{Slater--Koster hopping between doublets}

In a crystal whose sites share the same cubic axes, the doublet can serve as a basis for a band model. Let $T_{ab}$ be the two-centre hopping between $d_a$ on one site and $d_b$ on a neighbour, independent of spin. Only direct $d$--$d$ hopping is treated; in oxides and halides hopping through the ligands adds terms that the two-centre formulas below do not contain. For a bond along $z$, symmetry under rotations about the bond and under reflection in the planes that contain it makes the $d$--$d$ matrix diagonal: $3z^2-r^2$ has the integral $V_{dd\sigma}$, $yz$ and $zx$ have $V_{dd\pi}$, and $xy$ and $x^2-y^2$ have $V_{dd\delta}$. Any other bond follows by a real rotation of the orbitals, so $T$ is real and symmetric. Its projection onto the doublets \eqref{eq:psi} is
\begin{equation}
\frac13\sum_{ab}T_{ab}\,\sigma_a\sigma_b
=\frac13\sum_{ab}T_{ab}\Big(\delta_{ab}+i\sum_c\epsilon_{abc}\sigma_c\Big)
=\frac13\sum_aT_{aa}\equiv t .
\label{eq:t}
\end{equation}
The antisymmetric part vanishes against the symmetric $T$. The projected hopping is a number times the unit matrix: it conserves the label $\chi$, although each doublet state mixes both spins.

For a bond along a cube axis, two $t_{2g}$ orbitals contain the bond coordinate and hop through $V_{dd\pi}$. The third lies in the transverse plane and hops through $V_{dd\delta}$. Hence
\begin{equation}
t_{\rm axis}=\frac{2V_{dd\pi}+V_{dd\delta}}3 .
\label{eq:taxis}
\end{equation}

For a face diagonal, take $u=(x+y)/\sqrt2$ along the bond and $v=(y-x)/\sqrt2$ across it. The orbitals $yz$ and $zx$ span the same space as $zu$ and $zv$, which contribute $V_{dd\pi}+V_{dd\delta}$ to the trace. The third orbital is
\begin{equation}
xy=\frac{u^2-v^2}2
=\frac{\sqrt3}2\,\frac{3u^2-r^2}{2\sqrt3}-\frac12\,\frac{v^2-z^2}2 ,
\end{equation}
with weight $3/4$ in the $\sigma$ orbital of the bond and $1/4$ in a $\delta$ orbital. Summing and dividing by three,
\begin{equation}
t_{110}=\frac{3V_{dd\sigma}+4V_{dd\pi}+5V_{dd\delta}}{12}.
\label{eq:tdiag}
\end{equation}

Take $V_{dd\sigma}=-0.50$, $V_{dd\pi}=0.30$ and $V_{dd\delta}=-0.05$ eV, the same for both directions so that the angular dependence alone is compared. Then $t_{\rm axis}=(0.60-0.05)/3=0.183$ eV, and $t_{110}=(-1.50+1.20-0.25)/12=-0.046$ eV. The sign changes because the face diagonal admits the negative $\sigma$ integral.

Equation \eqref{eq:t} gives the matrix element between doublets, but hopping also connects the doublet to other states. For a bond along $x$,
\begin{equation}
T\psi_\chi-t\,\psi_\chi
=\frac{V_{dd\pi}-V_{dd\delta}}{3\sqrt3}
\left(-2d_x\sigma_x+d_y\sigma_y+d_z\sigma_z\right)\chi ,
\end{equation}
which follows from $V_{dd\delta}-t=-\tfrac23(V_{dd\pi}-V_{dd\delta})$ and $V_{dd\pi}-t=\tfrac13(V_{dd\pi}-V_{dd\delta})$. This remainder is orthogonal to both doublet states, since $-2+1+1=0$, and so belongs to the quartet. Its norm is $\sqrt2\,|V_{dd\pi}-V_{dd\delta}|/3=0.165$ eV. In a crystal the remainders of all bonds add with their Bloch phases. On a simple cubic lattice of spacing $a$ the remainders $r_x,r_y,r_z$ of the three axis bonds enter as $2\sum_b\cos(k_ba)\,r_b$, and $r_x+r_y+r_z=0$. The sum vanishes at $\mathbf k=0$, while at $\mathbf k=(\pi/a,0,0)$ it is $-2r_x+2r_y+2r_z=-4r_x$, of norm $0.66$ eV. A band model containing the doublet alone requires this summed coupling to be small compared with the gap between the doublet and the quartet state it reaches at the same $\mathbf k$. For weak hopping this gap is about $3\lambda/2$; here $0.66$ eV already exceeds $0.60$ eV, and the hopping also narrows the gap. At $\mathbf k=(\pi/a,0,0)$ it gives $d_x$ the energy $2(2V_{dd\pi}-V_{dd\delta})=1.30$ eV and $d_y,d_z$ the energy $2V_{dd\delta}=-0.10$ eV. The doublet, with weights $1/3$, lies at $0.400+1.10/3=0.767$ eV, and the coupled quartet state, with weights $4/6,1/6,1/6$, at $-0.200+5.00/6=0.633$ eV. The gap is $0.133$ eV, the two states mix almost equally, and the condition fails. A face-diagonal bond couples the doublet to the quartet with norm $\big(\tfrac13\sum_{ab}T_{ab}^2-t_{110}^2\big)^{1/2}=0.28$ eV, the sum running over the $t_{2g}$ orbitals, and it also reaches $e_g$: the combination of its $\sigma$ and $\delta$ orbitals orthogonal to $xy$ is $-(3z^2-r^2)/(2\sqrt3)$, its matrix element with $xy$ is $\tfrac{\sqrt3}4(V_{dd\sigma}-V_{dd\delta})$, and the doublet, with amplitude $1/\sqrt3$ in $xy$, couples to it with strength $|V_{dd\sigma}-V_{dd\delta}|/4=0.11$ eV. A distortion that gives $yz$, $zx$ and $xy$ unequal energies without mixing them couples doublet and quartet in the same way, with the orbital energies in place of $T_{aa}$, and the doublet survives if this coupling is small compared with the separation. A trigonal distortion leaves the three diagonal elements equal and couples doublet and quartet through its off-diagonal elements instead; in general it also mixes $t_{2g}$ with $e_g$, so the exact decoupling of the doublet from $e_g$ is then lost.

The numerical check builds $\mathbf L$ by differentiating the orbitals and integrating over the sphere, and it confirms the projection, the levels, the moment and both hopping formulas.

\section*{Table of computed values}
\begin{verbatim}
INPUT
lambda = 0.40 eV, Delta = 3.00 eV
V_ddsigma = -0.50 eV, V_ddpi = 0.30 eV
V_dddelta = -0.05 eV
PROJECTED L_z, imaginary part, basis yz zx xy (hbar)
    0.0   1.0   0.0
   -1.0   0.0   0.0
    0.0   0.0   0.0
p-SHELL l_z, imaginary part, basis x y z (hbar)
    0.0  -1.0   0.0
    1.0   0.0   0.0
    0.0   0.0   0.0
T2G ONLY (six states)
quartet j=3/2 energy = -0.2000 eV
doublet j=1/2 energy = 0.4000 eV
separation = 0.6000 eV
separation = 0.022050 hartree
with unreversed sign: doublet -0.4000 eV
with unreversed sign: quartet 0.2000 eV
FULL D SHELL (ten states)
lower quartet = -0.27332 eV
doublet       = 0.40000 eV
upper quartet = 3.07332 eV
separation doublet - lower quartet = 0.67332 eV
3 lambda/2 + 3 lambda^2/(2 Delta) = 0.68000 eV
coupling of quartet to e_g = 0.48990 eV
e_g weight in lower quartet = 0.02191
SEPARATION AGAINST DELTA
  Delta =    1.0 eV: separation = 0.77460 eV
  Delta =    3.0 eV: separation = 0.67332 eV
  Delta =   10.0 eV: separation = 0.62348 eV
  Delta =   30.0 eV: separation = 0.60794 eV
  Delta =  100.0 eV: separation = 0.60240 eV
DOUBLET PROPERTIES
weights of yz, zx, xy = 0.3333, 0.3333, 0.3333
eigenvalues of L_z+2S_z = -1.0000, 1.0000 hbar
with unreversed sign = -0.3333, 0.3333 hbar
doublet hopping, bond x = 0.18333 eV
doublet hopping, bond y = 0.18333 eV
doublet hopping, bond z = 0.18333 eV
doublet hopping, bond 110 = -0.04583 eV
\end{verbatim}
